# Threshold spread of metal gates with unequal grains: a numerical check

```python
"""
Threshold spread of a metal gate made of grains with random work functions.

Result under test: for a square gate covering N mean grain areas,
    N * Var(V_T) / s^2 = M0 - (4/pi) M1 / sqrt(N) + M2 / (pi N),
with s the standard deviation of the work function (in volts) and
    M_k = mean over grains of the double integral of |x-y|^k over the grain,
in units where the mean grain area is 1. For many grains only M0 = E[a^2]
remains: 1 for equal grains, about 1.28 for Poisson-Voronoi grains, so the
standard deviation is larger by sqrt(M0), about 13 percent.
"""
import numpy as np
from math import gamma, pi, sqrt, log
from scipy import constants as const
from scipy.integrate import dblquad
from scipy.linalg import solveh_banded
from scipy.spatial import Voronoi, cKDTree

rng = np.random.default_rng(20241)


# ---------- moments of Poisson-Voronoi cells from the two-disc integral ------
def voronoi_moment(k, order):
    nodes, weights = np.polynomial.legendre.leggauss(order)
    theta = (0.5 * pi * (nodes + 1))[:, None]
    w_theta = (0.5 * pi * weights)[:, None]
    alpha = (pi / 8 * (nodes + 1))[None, :]      # half range, doubled below
    w_alpha = (pi / 8 * weights)[None, :]
    c, s = np.cos(alpha), np.sin(alpha)
    angle_x = np.arctan2(s * np.sin(theta), c - s * np.cos(theta))
    angle_y = pi - theta - angle_x
    union = pi - c**2 * angle_x - s**2 * angle_y + c * s * np.sin(theta)
    dist = np.sqrt(np.maximum(1 - 2 * c * s * np.cos(theta), 0))
    power = 2 + k / 2
    integrand = c * s * dist**k / union**power
    return 2 * 2 * pi * gamma(power) * np.sum(w_theta * w_alpha * integrand)


M_vor = [voronoi_moment(k, 300) for k in range(3)]
for k in range(3):
    assert abs(M_vor[k] - voronoi_moment(k, 150)) < 1e-4

# Equal square grains of unit area: separation density 4(1-x)(1-y)
M_sq = [dblquad(lambda y, x, k=k: 4 * (1 - x) * (1 - y) * (x*x + y*y)**(k / 2),
                0, 1, 0, 1)[0] for k in range(3)]


def scaled_variance(moments, n_grains):
    return (moments[0] - 4 / pi * moments[1] / sqrt(n_grains)
            + moments[2] / (pi * n_grains))


# ---------- sampled tessellations on a periodic square ----------------------
def periodic_cell_areas(points, pad=0.06):
    tiles = [points]
    for dx in (-1, 0, 1):
        for dy in (-1, 0, 1):
            if dx or dy:
                q = points + [dx, dy]
                tiles.append(q[np.all((q > -pad) & (q < 1 + pad), axis=1)])
    allpts = np.vstack(tiles)
    vor = Voronoi(allpts)
    ends = np.array(vor.ridge_vertices)
    pairs = vor.ridge_points
    finite = np.all(ends >= 0, axis=1)
    ends, pairs = ends[finite], pairs[finite]
    length = np.linalg.norm(vor.vertices[ends[:, 0]]
                            - vor.vertices[ends[:, 1]], axis=1)
    gap = np.linalg.norm(allpts[pairs[:, 0]] - allpts[pairs[:, 1]], axis=1)
    triangle = 0.25 * gap * length       # nucleus to shared edge, height gap/2
    area = (np.bincount(pairs[:, 0], triangle, len(allpts))
            + np.bincount(pairs[:, 1], triangle, len(allpts)))
    return area[:len(points)]


n_cells, n_tess, n_pairs, r_max = 20000, 6, 50000, 4.0
areas, pair_sums = [], np.zeros(3)
for _ in range(n_tess):
    nuclei = rng.random((n_cells, 2))
    a = periodic_cell_areas(nuclei)
    assert abs(a.sum() - 1) < 1e-8
    areas.append(a * n_cells)
    tree = cKDTree(nuclei, boxsize=1.0)
    x = rng.random((n_pairs, 2))
    r = r_max * rng.random(n_pairs)
    phi = 2 * pi * rng.random(n_pairs)
    step = np.column_stack([r * np.cos(phi), r * np.sin(phi)]) / sqrt(n_cells)
    y = (x + step) % 1.0
    y[y >= 1.0] = 0.0
    same = tree.query(x)[1] == tree.query(y)[1]
    for k in range(3):
        pair_sums[k] += np.mean(same * 2 * pi * r**(1 + k)) * r_max
areas = np.concatenate(areas)
M_pairs = pair_sums / n_tess
M0_sample = np.mean(areas**2)
assert abs(M0_sample - M_vor[0]) < 0.008
for k in range(3):
    assert abs(M_pairs[k] / M_vor[k] - 1) < 0.04


# ---------- gates cut out of a grain film -----------------------------------
def gate_labels(kind, side, n_pix):
    """Grain index of each pixel; lengths in units of sqrt(mean grain area)."""
    if kind == "voronoi":
        pad = 4.0
        box = side + 2 * pad
        nuclei = rng.random((rng.poisson(box**2), 2)) * box - pad
    else:
        m = int(np.ceil(side / sqrt(2))) + 2
        grid = np.arange(-m, m + 1)
        lattice = np.array(np.meshgrid(grid, grid)).reshape(2, -1).T
        t = 2 * pi * rng.random()
        rot = np.array([[np.cos(t), -np.sin(t)], [np.sin(t), np.cos(t)]])
        nuclei = (lattice + rng.random(2) - 0.5) @ rot.T + side / 2
    mid = (np.arange(n_pix) + 0.5) * side / n_pix
    pix = np.array(np.meshgrid(mid, mid, indexing="ij")).reshape(2, -1).T
    return cKDTree(nuclei).query(pix)[1], len(nuclei)


# Example inputs (round, rough typical values)
gate_nm, grain_nm2 = 100.0, 100.0
delta_phi, frac_high = 0.2, 0.6
temperature, overdrive = 300.0, 0.5
eot_nm, doping_cm3, ni_cm3 = 1.0, 1e18, 1e10
N = gate_nm**2 / grain_nm2
side = sqrt(N)
s_phi = delta_phi * sqrt(frac_high * (1 - frac_high))


def draw_deviation(shape):
    """Work function minus its ensemble mean, in volts."""
    return delta_phi * ((rng.random(shape) < frac_high) - frac_high)


direct = {}
for kind, moments in (("voronoi", M_vor), ("square", M_sq)):
    shifts = []
    for _ in range(400):
        lab, n_nuc = gate_labels(kind, side, 80)
        fraction = np.bincount(lab, minlength=n_nuc) / lab.size
        shifts.append(draw_deviation((200, n_nuc)) @ fraction)
    direct[kind] = N * np.mean(np.concatenate(shifts)**2) / s_phi**2
    assert abs(direct[kind] / scaled_variance(moments, N) - 1) < 0.03


# ---------- is the area average a fair threshold? conductance network -------
def sheet_conductance(g):
    """Effective sheet conductance of a square map; current along axis 0."""
    n = g.shape[0]
    along = 2 * g[1:] * g[:-1] / (g[1:] + g[:-1])
    across = 2 * g[:, 1:] * g[:, :-1] / (g[:, 1:] + g[:, :-1])
    diag = np.zeros((n, n))
    diag[1:] += along
    diag[:-1] += along
    diag[:, 1:] += across
    diag[:, :-1] += across
    diag[0] += 2 * g[0]
    diag[-1] += 2 * g[-1]
    band = np.zeros((n + 1, n * n))
    band[0] = diag.ravel()
    links = np.zeros((n, n))
    links[:, :-1] = -across
    band[1] = links.ravel()
    band[n, :n * (n - 1)] = -along.ravel()
    rhs = np.zeros(n * n)
    rhs[:n] = 2 * g[0]
    v = solveh_banded(band, rhs, lower=True, check_finite=False)
    return np.sum(2 * g[0] * (1 - v[:n]))


stripes = np.repeat(np.linspace(1, 3, 12)[:, None], 12, axis=1)
assert abs(sheet_conductance(stripes) - 1 / np.mean(1 / stripes)) < 1e-10
assert abs(sheet_conductance(stripes.T) - np.mean(stripes)) < 1e-10

kT = const.k * temperature / const.e
n_net, n_gates = 40, 800
net = {}
for kind in ("voronoi", "square"):
    rows = []
    for _ in range(n_gates):
        lab, n_nuc = gate_labels(kind, side, n_net)
        dev = draw_deviation(n_nuc)[lab].reshape(n_net, n_net)
        strong = overdrive - sheet_conductance(overdrive - dev)
        weak = -kT * log(sheet_conductance(np.exp(-dev / kT)))
        rows.append((dev.mean(), strong, weak))
    net[kind] = np.array(rows)


def sd_ratio(top, bottom, paired):
    """Ratio of standard deviations and its bootstrap standard error."""
    i = rng.integers(0, len(top), (400, len(top)))
    j = i if paired else rng.integers(0, len(bottom), (400, len(bottom)))
    boot = top[i].std(axis=1) / bottom[j].std(axis=1)
    return top.std() / bottom.std(), boot.std()


v_net, q_net = net["voronoi"], net["square"]
strong_vs_mean = sd_ratio(v_net[:, 1], v_net[:, 0], True)
weak_vs_mean = sd_ratio(v_net[:, 2], v_net[:, 0], True)
weak_unequal = sd_ratio(v_net[:, 2], q_net[:, 2], False)
assert abs(strong_vs_mean[0] - 1) < 0.1

# ---------- random dopants: independent spread of the same transistor -------
eps_si = 11.7 * const.epsilon_0
doping = doping_cm3 * 1e6
bend = 2 * kT * log(doping_cm3 / ni_cm3)
depletion = sqrt(2 * eps_si * bend / (const.e * doping))
c_ox = 3.9 * const.epsilon_0 / (eot_nm * 1e-9)
gate_m2 = (gate_nm * 1e-9)**2
sd_dopant = const.e / c_ox * sqrt(doping * depletion / (3 * gate_m2))

# ---------- results ---------------------------------------------------------
sd_equal = s_phi / sqrt(N)
sd_unequal = sd_equal * sqrt(M_vor[0])
sd_equal_cut = sd_equal * sqrt(scaled_variance(M_sq, N))
sd_unequal_cut = sd_equal * sqrt(scaled_variance(M_vor, N))
total_ratio = sqrt((sd_unequal**2 + sd_dopant**2)
                   / (sd_equal**2 + sd_dopant**2))
assert 1.125 < sqrt(M_vor[0]) < 1.135

print("GRAIN AREAS (unit: mean grain area)")
print(f"sampled cells: {areas.size}")
print(f"sampled E[a^2]: {M0_sample:.4f}")
print(f"sampled relative standard deviation CV: {areas.std():.4f}")
print(f"smallest, largest sampled area: {areas.min():.4f}, {areas.max():.2f}")
print(f"integral M0 = E[a^2]: {M_vor[0]:.5f}")
print(f"CV from integral: {sqrt(M_vor[0] - 1):.4f}")
print(f"many-grain ratio sqrt(M0): {sqrt(M_vor[0]):.4f}")
print(f"Voronoi M1, M2: {M_vor[1]:.4f}, {M_vor[2]:.4f}")
print("point-pair M0, M1, M2: " + ", ".join(f"{m:.4f}" for m in M_pairs))
print("equal squares M0, M1, M2: " + ", ".join(f"{m:.4f}" for m in M_sq))
print("EXAMPLE INPUTS")
print(f"gate side: {gate_nm:.0f} nm; mean grain area: {grain_nm2:.0f} nm2")
print(f"N: {N:.0f}; work-function step: {delta_phi:.2f} eV")
print(f"fraction with high work function: {frac_high:.2f}")
print(f"work-function standard deviation s: {1e3 * s_phi:.2f} meV")
print("SCALED VARIANCE N Var/s^2 AT THIS N, GRAINS CUT BY GATE EDGE")
print(f"Voronoi, formula: {scaled_variance(M_vor, N):.4f}")
print(f"Voronoi, simulated gates: {direct['voronoi']:.4f}")
print(f"equal squares, formula: {scaled_variance(M_sq, N):.4f}")
print(f"equal squares, simulated gates: {direct['square']:.4f}")
print("THRESHOLD STANDARD DEVIATION")
print(f"equal grains, many-grain law: {1e3 * sd_equal:.2f} mV")
print(f"Voronoi grains, many-grain law: {1e3 * sd_unequal:.2f} mV")
print(f"equal grains, with edge cuts: {1e3 * sd_equal_cut:.2f} mV")
print(f"Voronoi grains, with edge cuts: {1e3 * sd_unequal_cut:.2f} mV")
print("RATIO VORONOI/EQUAL OF STANDARD DEVIATIONS, WITH EDGE CUTS")
for n in (25, 100, 400, 2500, 10000):
    q = sqrt(scaled_variance(M_vor, n) / scaled_variance(M_sq, n))
    print(f"N = {n}: {q:.4f}")
print("NEGLECTED EFFECTS")
print(f"temperature: {temperature:.0f} K; kT/e: {1e3 * kT:.2f} mV")
print(f"overdrive: {overdrive:.2f} V; network: {n_net} x {n_net} pixels")
print(f"network gates per grain type: {n_gates}")
print("sd(network)/sd(area mean), Voronoi, strong inversion: "
      f"{strong_vs_mean[0]:.3f} +- {strong_vs_mean[1]:.3f}")
print("sd(network)/sd(area mean), Voronoi, subthreshold: "
      f"{weak_vs_mean[0]:.3f} +- {weak_vs_mean[1]:.3f}")
print("sd Voronoi/sd equal, subthreshold network: "
      f"{weak_unequal[0]:.3f} +- {weak_unequal[1]:.3f}")
print("mean threshold shift, Voronoi, strong inversion: "
      f"{1e3 * v_net[:, 1].mean():.2f} mV")
print("mean threshold shift, Voronoi, subthreshold: "
      f"{1e3 * v_net[:, 2].mean():.2f} mV")
print(f"oxide equivalent thickness: {eot_nm:.1f} nm")
print(f"doping: {doping_cm3:.1e} cm^-3; ni taken: {ni_cm3:.1e} cm^-3")
print(f"depletion depth: {1e9 * depletion:.1f} nm")
print(f"random-dopant standard deviation: {1e3 * sd_dopant:.2f} mV")
print(f"many-grain ratio of total spread with dopants: {total_ratio:.4f}")
print("all good")
```

It prints:

```
GRAIN AREAS (unit: mean grain area)
sampled cells: 120000
sampled E[a^2]: 1.2778
sampled relative standard deviation CV: 0.5270
smallest, largest sampled area: 0.0215, 4.68
integral M0 = E[a^2]: 1.28018
CV from integral: 0.5293
many-grain ratio sqrt(M0): 1.1314
Voronoi M1, M2: 0.8489, 0.7360
point-pair M0, M1, M2: 1.2837, 0.8450, 0.7239
equal squares M0, M1, M2: 1.0000, 0.5214, 0.3333
EXAMPLE INPUTS
gate side: 100 nm; mean grain area: 100 nm2
N: 100; work-function step: 0.20 eV
fraction with high work function: 0.60
work-function standard deviation s: 97.98 meV
SCALED VARIANCE N Var/s^2 AT THIS N, GRAINS CUT BY GATE EDGE
Voronoi, formula: 1.1744
Voronoi, simulated gates: 1.1672
equal squares, formula: 0.9347
equal squares, simulated gates: 0.9386
THRESHOLD STANDARD DEVIATION
equal grains, many-grain law: 9.80 mV
Voronoi grains, many-grain law: 11.09 mV
equal grains, with edge cuts: 9.47 mV
Voronoi grains, with edge cuts: 10.62 mV
RATIO VORONOI/EQUAL OF STANDARD DEVIATIONS, WITH EDGE CUTS
N = 25: 1.1098
N = 100: 1.1209
N = 400: 1.1263
N = 2500: 1.1294
N = 10000: 1.1304
NEGLECTED EFFECTS
temperature: 300 K; kT/e: 25.85 mV
overdrive: 0.50 V; network: 40 x 40 pixels
network gates per grain type: 800
sd(network)/sd(area mean), Voronoi, strong inversion: 0.958 +- 0.003
sd(network)/sd(area mean), Voronoi, subthreshold: 2.991 +- 0.126
sd Voronoi/sd equal, subthreshold network: 1.173 +- 0.073
mean threshold shift, Voronoi, strong inversion: 9.91 mV
mean threshold shift, Voronoi, subthreshold: 27.17 mV
oxide equivalent thickness: 1.0 nm
doping: 1.0e+18 cm^-3; ni taken: 1.0e+10 cm^-3
depletion depth: 35.1 nm
random-dopant standard deviation: 5.02 mV
many-grain ratio of total spread with dopants: 1.1054
all good
```
